\section*{Work functions of different crystal faces and energy conservation}

\section*{The apparent gain}

\textbf{Q.} I have a tungsten crystal with two kinds of face. Roughly, the work function is $W_A=5.3$ eV on the (110) face and $W_B=4.6$ eV on the (001) face. I take an electron out through (001), which costs 4.6 eV, carry it round the crystal, and put it back through (110), which returns 5.3 eV. The crystal is as it was and I have gained 0.7 eV. What is wrong?

\textbf{A.} You have counted two legs of a cycle that has three. Carrying the electron round the crystal was taken to be free, which would be true if there were no electric field outside. Before deciding that, we need to say where each work function begins and ends.

Let the crystal be in equilibrium at one temperature, with clean, uniform faces. The work function $W_i$ is the least work needed to take an electron from the Fermi level to rest just outside face $i$. ``Just outside'' means far away compared with atomic distances, but close compared with the width of the face. I leave out the image attraction for now and restore it below.

The starting level is common to both faces, but the end points are different places. Nothing in the definition says that an electron at rest has the same energy at both.

\section*{The energy just outside each face}

\textbf{Q.} Then what fixes the energy at those two places?

\textbf{A.} Let the electron charge be $-e$, let $\phi$ be the electrostatic potential, and let $U=-e\phi$ be the electron's electrostatic energy. I use Gaussian units. The Fermi level, or electrochemical potential, is $\mu$. It includes electrostatic energy and is uniform throughout a metal in equilibrium; otherwise electrons would flow. If $U_i$ is the value of $U$ just outside face $i$, the definition of the work function reads
\begin{equation}
W_i=U_i-\mu .
\label{eq:w}
\end{equation}
Writing this for both faces and subtracting removes $\mu$:
\begin{equation}
U_B-U_A=(\mu+W_B)-(\mu+W_A)=W_B-W_A .
\label{eq:diff}
\end{equation}
Two places with different $U$ cannot be joined through a field-free region, so there is a field $\mathbf E=-\nabla\phi$ outside. The force on the electron is $-e\mathbf E$. The work I do in moving it slowly is the integral of the opposite force:
\begin{equation}
\int_A^B e\mathbf E\cdot d\mathbf l
=-e(\phi_B-\phi_A)=U_B-U_A=W_B-W_A .
\label{eq:ext}
\end{equation}
For a cycle out through $A$ and back through $B$, the three legs add to
\begin{equation}
W_A+(W_B-W_A)-W_B=0 .
\end{equation}
Your cycle runs the other way. You pay 4.6 eV at (001), then $5.3-4.6=0.7$ eV to push the electron against the field towards (110), and you recover 5.3 eV there. The balance is $4.6+0.7-5.3=0$.

\section*{Where the field comes from}

\textbf{Q.} The crystal is neutral and nothing is connected to it. What produces this field?

\textbf{A.} The surfaces do. At a metal surface the electron cloud spills out a little beyond the ions and is rearranged by the atomic structure of the face. The result is a dipole layer. Model it as a sheet of charge $-s$ per area outside a sheet $+s$, a distance $d$ apart. The field between them is $4\pi s$ and points outward. It pulls an electron inward with force $4\pi es$, so crossing outward raises $U$ by
\begin{equation}
D=4\pi e\,s\,d .
\label{eq:dip}
\end{equation}
The product $sd$ depends on how the atoms are arranged in the face, so $D_A\neq D_B$.

Let $U_{\rm in}$ be the mean electrostatic energy in the interior and write $\mu=U_{\rm in}+\varepsilon$. The quantity $\varepsilon$ is a bulk property, the same behind every face. As $\mu$ is uniform too, $U_{\rm in}$ must be uniform. With $U_i=U_{\rm in}+D_i$, Eq.~(\ref{eq:w}) becomes
\begin{equation}
W_i=U_{\rm in}+D_i-(U_{\rm in}+\varepsilon)=D_i-\varepsilon ,
\qquad W_A-W_B=D_A-D_B .
\end{equation}
The difference between the faces is entirely a difference of dipole steps.

\textbf{Q.} But a wide, uniform dipole layer has no field outside it. How can dipole layers explain an external field?

\textbf{A.} An infinite layer has none. Yours end at the edges, where a stronger layer meets a weaker one, and this produces fields both outside and inside the metal. The inside field cannot last. Electrons move until it is gone, leaving small net charges on the faces.

A definite geometry shows how much each part contributes. Take a long bar of square section, 100 $\mu$m wide, with its axis along $[1\bar10]$. This direction lies in both the (110) and the (001) planes, so the four sides can alternate between the two. Choose $\varepsilon=10$ eV, a round value that will cancel. The steps are then $D_A=15.3$ eV and $D_B=14.6$ eV.

First suppose that only the dipole layers are present. In a two-dimensional geometry, a layer seen from inside under the angle $\Omega_i$ contributes $-D_i\Omega_i/2\pi$ to $U$. As a check, a closed uniform layer has total angle $2\pi$, giving $-D$ inside and zero outside, which is the correct step.

Just inside the centre of an $A$ face, that face fills an angle $\pi$, and the opposite $A$ face fills $2\arctan(1/2)=0.927$. Together they fill 4.069. The two $B$ faces fill the rest, $2\pi-4.069=2.214$. Just inside the centre of a $B$ face the roles are exchanged. Hence
\begin{align}
U_{{\rm in},A}-U_{{\rm in},B}
&=-\frac{4.069D_A+2.214D_B}{2\pi}
+\frac{2.214D_A+4.069D_B}{2\pi}\nonumber\\
&=-\frac{4.069-2.214}{2\pi}(D_A-D_B)\nonumber\\
&=-0.295\times0.7\ {\rm eV}=-0.207\ {\rm eV}.
\end{align}
Interior electrons would have lower energy near $A$, so they flow there. The face with the larger work function gains electrons, and the other loses them.

\textbf{Q.} So was energy conserved only after the electrons had moved?

\textbf{A.} No, it was conserved before as well. With the dipoles alone, integrating the force from just outside $A$ to just outside $B$ gives $-0.493$ eV. Follow the full loop: out through $A$, round to $B$, in through $B$, and back through the metal:
\begin{equation}
15.3-0.493-14.6-0.207=0\ {\rm eV}.
\end{equation}
Any static charge distribution has a single-valued potential, so its loop sum vanishes. The flow of electrons changes where the work is done. Once the interior is field-free, the inside leg contributes nothing and the outside leg carries the whole $-0.7$ eV.

I also calculated the equilibrium case numerically, with the surface charge determined from the requirement that the interior potential be uniform. The potential outside was not prescribed. Integrating the resulting Coulomb force from $A$ to $B$ gave $-0.700$ eV, and the inside leg gave 0.001 meV, which is zero within numerical error.

\section*{Short paths and long paths}

\textbf{Q.} Suppose I cheat by crossing close to an edge, where the path is only a few micrometres long. Surely that costs less?

\textbf{A.} The path is shorter, but the field is stronger. Use polar coordinates centred on the edge, with $\theta=0$ on face $A$ and $\theta=3\pi/2$ on face $B$; this is the angle open to the outside at a right-angled edge. In empty space $U$ obeys Laplace's equation,
\begin{equation}
\frac1r\frac{\partial}{\partial r}\!\left(r\frac{\partial U}{\partial r}\right)
+\frac1{r^2}\frac{\partial^2U}{\partial\theta^2}=0 .
\end{equation}
Close to the edge the bar's width no longer matters, so we look for a solution without a length scale, $U=U(\theta)$. The first term vanishes, leaving $U''=0$. Thus $U$ is linear in $\theta$, and the two face values fix it:
\begin{equation}
U=U_A-(W_A-W_B)\frac{\theta}{3\pi/2},\qquad
F_\theta=-\frac1r\frac{dU}{d\theta}=\frac{W_A-W_B}{(3\pi/2)\,r}.
\label{eq:edge}
\end{equation}
The arc from face to face has length $(3\pi/2)r$. Force times length is $W_A-W_B$, whatever the radius. The field pushes the electron towards $B$, so the work done against it is $-(W_A-W_B)$, in agreement with Eq.~(\ref{eq:ext}).

At $r=1$ $\mu$m the force is $0.7/4.71=0.149$ eV/$\mu$m, a field of $1.5\times10^{-3}$ MV/cm. At the centre of a face it is only 0.0053 eV/$\mu$m. Nevertheless, the calculated work is $-0.700$ eV for arcs of radius 1 and 10 $\mu$m, and for a long path that goes out to 150 $\mu$m from the axis.

\textbf{Q.} How far from the edge can I trust the angle law?

\textbf{A.} In the neutral bar, the force halfway round the arc is 0.25\% below the law at 1 $\mu$m and 5.2\% below it at 10 $\mu$m, relative to the law. The growth can be understood. We may add to $U$ terms that satisfy Laplace's equation and vanish on both faces, $r^{2m/3}\sin(2m\theta/3)$ with $m=1,2,\dots$

Reflection in the bar's diagonal exchanges $A$ and $B$. For a neutral bar, $U$ plus its reflection is constant on the whole surface and has no net charge as its source, so it is constant everywhere outside. This excludes odd $m$, which are even about the diagonal. The first correction is therefore $m=2$. Its force varies as $r^{1/3}$, or as $r^{4/3}$ relative to the leading $1/r$. A tenfold larger radius should raise the deviation about $10^{4/3}\approx22$ times, close to the calculated ratio of about 21.

These terms change the force along the arc but not the total work, because they vanish at both ends. At atomic distances from the edge, the picture of two sharp faces fails and so does Eq.~(\ref{eq:edge}).

\section*{Removing the electron completely}

\textbf{Q.} What if I take the electron far away instead of to the other face? Does the cost depend on the face it left through?

\textbf{A.} No. The initial and final states are then the same for both exits. For the neutral square bar, taken to be so long that its ends do not matter, we can even find the cost. The reflection argument says that $U$ plus its reflection equals $U_A+U_B$ everywhere outside. Far away $U$ tends to one constant $U_\infty$, so $2U_\infty=U_A+U_B$ and
\begin{equation}
U_\infty-\mu=\tfrac12(W_A+W_B)=4.95\ {\rm eV}.
\end{equation}
Through $A$ you pay 5.3 eV and the field returns 0.35 eV. Through $B$ you pay 4.6 eV and then another 0.35 eV against the field. The value midway between the work functions belongs to this symmetric, neutral shape; other shapes weight the faces differently. In a bar of finite length the end faces count too. Here they are of (110) type and raise the value, by about 0.03 eV if the bar is ten times longer than it is wide.

\textbf{Q.} My sample may be charged. Does that spoil the balance?

\textbf{A.} It changes the field, but not the work from $A$ to $B$. Extra charge settles on the surface and leaves the interior field-free. It shifts $U_A$, $U_B$ and $\mu$ together, so Eq.~(\ref{eq:diff}) stands. With 100 extra electrons per micrometre of bar, the outward force at the centre of $A$ rises from 0.0053 to 0.0088 eV/$\mu$m, while the calculated work from $A$ to $B$ remains $-0.700$ eV.

\section*{The image force and other corrections}

\textbf{Q.} You set aside the image attraction. Could the missing energy hide there?

\textbf{A.} It cannot produce a gain, though it does alter the energy along the way. An electron at distance $x$ from a flat metal face is attracted as if by a charge $+e$ at distance $2x$. Its image energy is minus the work needed to take it from $x$ to infinity:
\begin{equation}
U_{\rm im}(x)=-\int_x^\infty\frac{e^2}{(2x')^2}\,dx'=-\frac{e^2}{4x}.
\end{equation}
At 1 $\mu$m this is $-0.36$ meV in front of either face, so it cancels between end points at equal height.

More generally, let $V(\mathbf r)$ be the total energy of the slowly moved electron at $\mathbf r$, image energy included. For any outside points $a$ and $b$, the legs are $V(a)-\mu$, $V(b)-V(a)$ and $\mu-V(b)$, which add to zero.

\textbf{Q.} Would I see the image force in an emission threshold?

\textbf{A.} On face $A$, yes, if you can resolve millielectronvolts. There the external force $F$ points outward. Relative to $U_A$, the energy is $-Fx-e^2/4x$. At its maximum the derivative vanishes:
\begin{equation}
-F+\frac{e^2}{4x^2}=0,\qquad x_m=\frac12\sqrt{\frac{e^2}{F}} .
\end{equation}
Each of the two terms then equals $-\tfrac12\sqrt{e^2F}$, so the barrier top lies $\sqrt{e^2F}$ below $U_A$. This is the Schottky lowering, also written $\sqrt{e^3E}$ with $F=eE$. It is 2.8 meV at the centre of $A$, with the top 260 nm from the surface. At 1 $\mu$m from the edge it is 15 meV, with the top at 49 nm. On face $B$ of the neutral bar the external force also points inward, and no such maximum forms near the surface.

\textbf{Q.} Do the charges that make the external field disturb the work functions themselves?

\textbf{A.} Very little here. A surface density of $N$ excess electrons gives $F=4\pi e^2N$. The image energy tells us that $e^2=4\times0.36=1.44$ meV\,$\mu$m, so at the centre of $A$
\begin{equation}
N=\frac{0.00534}{4\pi\times1.44\times10^{-3}}\ \mu{\rm m}^{-2}
=0.295\ \mu{\rm m}^{-2}\approx3\times10^7\ {\rm cm}^{-2}.
\end{equation}
By Eq.~(\ref{eq:dip}), the difference in dipole steps corresponds, for sheets 0.1 nm apart, to $4\times10^{13}$ electrons/cm$^2$. That is about a million times more. If the external field reaches 0.1 nm into the metal, the energy shift 1 $\mu$m from the edge is about $1.5\times10^{-5}$ eV. The charging scale for one electron, $e^2$ divided by the bar width, is $1.4\times10^{-5}$ eV. Both are negligible beside 0.7 eV, but they would grow for a nanometre-sized crystal.

\section*{Heat, and real crystals}

\textbf{Q.} One more attempt. I heat the crystal so that electrons evaporate. Face $B$ emits far more than face $A$. Won't a current circulate from $B$ to $A$ through the vacuum?

\textbf{A.} Not while everything is at one temperature. Treat the evaporated electrons as a dilute gas in equilibrium with the metal. Its density is proportional to $\exp[(\mu-U)/k_BT]$, so by Eq.~(\ref{eq:w})
\begin{equation}
\frac{n_B}{n_A}=e^{-(U_B-U_A)/k_BT}=e^{(W_A-W_B)/k_BT}.
\end{equation}
The gas is denser in front of $B$ by the same factor by which $B$ emits more, if both faces absorb arriving electrons equally well. The evaporated electrons leave an isolated bar positively charged, the more so the larger the space they fill. For a long bar in a closed cell of radius 1 mm, the force at the face centres changes by about 7\% at 1800 K. In a cell of radius 1 cm it changes by about 30\% at 1800 K and by about 6\% at 1600 K. Suppose the temperature is low enough, for the given enclosure, that these charges hardly alter the field. Then most of the electrons leaving $B$ have too little energy to reach $A$ against the field, while those leaving $A$ are helped across. The two flows balance. In a hotter, denser gas the electrons' own charge reshapes $U$ between the faces, but the density ratio and the balance remain.

\textbf{Q.} How closely does this describe a real tungsten crystal?

\textbf{A.} The two work functions are rough values for clean faces, and a width of 100 $\mu$m is reasonable for a small crystal. The assumption most easily broken is cleanliness. Adsorbed atoms can shift a work function by several tenths of an electronvolt or more, which would change the 0.7 eV substantially. The balance survives if the actual work functions are used. A face with patches has fields between the patches too, and needs a local $W$ for each.

The thermal energy at 300 K, 26 meV, is not an error in the balance: at uniform temperature, $W$ is an isothermal work and the heat exchanged is part of the same reversible cycle. Temperature differences, illumination or a driven current can make $\mu$ non-uniform, and Eq.~(\ref{eq:diff}) then needs an extra term. A changing magnetic flux through the loop makes the electric work path-dependent, but its source supplies the energy. The numerical output gives the values for the bar in full.

\section*{Computed values}
\begin{verbatim}
W_A, tungsten (110), rough input: 5.3 eV
W_B, tungsten (001), rough input: 4.6 eV
bulk Fermi energy, model input: 10.0 eV
bar width: 100 um
W_A - W_B: 0.700 eV
dipole steps D_A, D_B: 15.3, 14.6 eV
external work A to B, long path: -0.7000 eV
external work A to B, edge arc r=1 um: -0.7001 eV
external work A to B, edge arc r=10 um: -0.7001 eV
work inside metal, B to A: 0.001 meV
cycle sum, long path: -0.001 meV
dipoles only, external work A to B: -0.4934 eV
dipoles only, inside work B to A: -0.2066 eV
extra electrons on charged bar: 100 per um length
charged bar, external work A to B: -0.7000 eV
outward force, centre of A, neutral: 0.00534 eV/um
outward force, centre of A, charged: 0.00879 eV/um
field strength, centre of A, neutral: 5.34e-05 MV/cm
edge force r=1 um, computed: 0.14817 eV/um
edge force r=1 um, angle law: 0.14854 eV/um
edge force r=10 um, computed: 0.01408 eV/um
edge force r=10 um, angle law: 0.01485 eV/um
edge field strength at 1 um, law: 1.49e-03 MV/cm
excess electrons, centre of A: 2.95e+07 per cm2
dipole-difference sheet (0.1 nm gap): 3.87e+13 per cm2
image energy at 1 um: -0.360 meV
Schottky lowering, centre of A: 2.77 meV
barrier top distance, centre of A: 260 nm
Schottky lowering, 1 um from edge: 14.63 meV
barrier top distance, 1 um from edge: 49 nm
field penetration 0.1 nm, near edge: 1.49e-05 eV
one-electron charging scale e^2/width: 1.44e-05 eV
thermal energy kT at 300 K: 25.9 meV
\end{verbatim}
